\section*{Pulay density mixing as constrained residual minimization, compared with full-history GMRES}

\section{One charge wave, then two}

Consider a metal slab whose electron density has one free amplitude $n$. A self-consistency cycle takes $n$, builds the potential, and returns an output amplitude $F(n)$. Near the solution the residual is linear,
\begin{equation}
R(n)=F(n)-n=b-an ,\qquad a>0 .
\end{equation}
Plain mixing takes $n_1=n_0+\beta R_0$, so that
\begin{equation}
R_1=b-an_0-a\beta R_0=(1-\beta a)R_0 .
\end{equation}
It converges if $|1-\beta a|<1$. The two residuals contain more than this step uses. Choose weights with $c_0+c_1=1$ and $c_0R_0+c_1R_1=0$. Substituting $R_1$ gives $1-c_1\beta a=0$, hence $c_1=1/(\beta a)$ and
\begin{equation}
c_0n_0+c_1n_1=n_0+c_1\beta R_0=n_0+R_0/a=b/a .
\end{equation}
This is the solution for any $\beta\neq0$, even one for which plain mixing diverges.

With several waves, of stiffnesses $a_{\min}\le a\le a_{\max}$, one $\beta$ must serve all. The worst factor $|1-\beta a|$ is smallest when the two ends are equal in size, $1-\beta a_{\min}=\beta a_{\max}-1$. Then $\beta=2/(a_{\min}+a_{\max})$ and the factor is $(\kappa-1)/(\kappa+1)$, with $\kappa=a_{\max}/a_{\min}$. Large $\kappa$ makes plain mixing slow. The cure suggested by the single wave is to combine old residuals.

\section{The constrained minimum}

Let $n$ now be the density vector. If $\chi_0$ is the response of independent electrons and $K$ turns density into potential, then $F(n)=\chi_0(Kn+v_0)$ up to a constant, and
\begin{equation}
R(n)=b-An,\qquad A=1-\chi_0K .
\end{equation}
I assume $A$ nonsingular on changes that conserve electron number. From stored pairs $(n_i,R_i)$, $i=0,\dots,k$, form
\begin{equation}
\bar n_k=\sum_i c_in_i,\qquad \bar r_k=\sum_i c_iR_i,\qquad \sum_i c_i=1 .
\end{equation}
The constraint does three things. It excludes the empty minimum $c=0$; it keeps the electron number; and it makes $\bar r_k$ a true residual, since $\sum_ic_i(b-An_i)=b-A\bar n_k$.

With $B_{ij}=\langle R_i,R_j\rangle$, make $\tfrac12c^TBc-\mu(\sum_ic_i-1)$ stationary:
\begin{equation}
Bc=\mu\mathbf 1,\qquad \mathbf 1^Tc=1 .
\end{equation}
Multiplying by $c^T$ gives $\mu=c^TBc=\|\bar r_k\|^2$. Because $B$ is positive semidefinite, the stationary point is a minimum. It is unique when the differences $R_i-R_0$ are linearly independent.

Restarting from $\bar n_k$ itself would teach nothing, because its residual is already known. The next trial must leave the span of the history:
\begin{equation}
n_{k+1}=\bar n_k+P\bar r_k ,
\label{eq:trial}
\end{equation}
where $P$ is a fixed, nonsingular, number-conserving preconditioner, in the simplest case $P=\beta$. This is Pulay mixing. The trial's own residual is
\begin{equation}
R(n_{k+1})=b-A\bar n_k-AP\bar r_k=(1-AP)\bar r_k ,
\label{eq:trialres}
\end{equation}
which may exceed $\bar r_k$. The minimized norm $\|\bar r_k\|$ cannot rise while the history is kept, because the old weights remain admissible.

\section{What GMRES does with the same data}

Put $M=AP$, $r_0=R(n_0)$ and $\mathcal K_k=\mathrm{span}\{r_0,Mr_0,\dots,M^{k-1}r_0\}$. GMRES, preconditioned from the right by $P$, minimizes $\|b-An\|$ over $n_0+P\mathcal K_k$. Call its iterate $n_k^G$ and its residual $r_k$.

\textbf{Statement.} In exact arithmetic and in the same norm, $\bar n_k=n_k^G$ up to and including the first step at which GMRES stagnates, that is $r_k=r_{k-1}\ne0$.

The proof is by induction: the differences $n_i-n_0$, $i=1,\dots,k$, span $P\mathcal K_k$. For $k=1$ this holds, since $n_1-n_0=Pr_0$. If it holds at $k$, both methods minimize the same norm over the same set, so $\bar n_k=n_k^G$, and
\begin{equation}
n_{k+1}-n_0=(n_k^G-n_0)+Pr_k .
\end{equation}
The first term lies in $P\mathcal K_k$. Write $n_k^G-n_0=Pu$ with $u=\sum_{j<k}u_jM^jr_0$. Then $r_k=r_0-Mu$ contains $M^kr_0$ with coefficient $-u_{k-1}$. There are three cases.
\begin{itemize}
\item $M^kr_0$ depends on the earlier vectors. Then $M\mathcal K_k\subseteq\mathcal K_k$, with equality because $M$ is nonsingular. So $r_0\in M\mathcal K_k$ and $r_k=0$: the problem is solved.
\item $M^kr_0$ is new and $u_{k-1}\neq0$. Then $Pr_k$ adds the missing direction and the induction continues.
\item $M^kr_0$ is new and $u_{k-1}=0$. Then $n_k^G$ already lay in $n_0+P\mathcal K_{k-1}$, so $n_k^G=n_{k-1}^G$: GMRES has stagnated.
\end{itemize}

Both methods need $k+1$ residual evaluations to reach $\bar n_k$. A scalar $P=\beta$ leaves $P\mathcal K_k$ unchanged, so $\bar n_k$ does not depend on $\beta$; the trials do. If old vectors are discarded, every density still lies in the same affine Krylov space, but fewer combinations are available. The residual at equal $k$ then cannot be below that of GMRES.

\section{Where the equality ends}

After stagnation $\bar n_k=\bar n_{k-1}$ and $\bar r_k=\bar r_{k-1}$, so (\ref{eq:trial}) gives $n_{k+1}=n_k$. The new history entry is a duplicate, the minimum does not change, and Pulay mixing is frozen. GMRES continues, because it extends its basis by applying $M$ to the last basis vector, whether or not the residual fell. A small case shows this:
\begin{equation}
A=\begin{pmatrix}1&1&0\\1&1&1\\0&1&1\end{pmatrix},\quad b=\begin{pmatrix}1\\0\\0\end{pmatrix},\quad n_0=0,\quad P=1 .
\end{equation}
Here $n_1=(1,0,0)$ and $R_1=(0,-1,0)$. Equal weights give $\bar n_1=(\frac12,0,0)$ and $\bar r_1=(\frac12,-\frac12,0)$, of norm $0.707$. The next trial is $n_2=(1,-\frac12,0)$, with $R_2=(\frac12,-\frac12,\frac12)$. But $\bar r_1$ is orthogonal to both $R_1-R_0=(-1,-1,0)$ and $R_2-\bar r_1=(0,0,\frac12)$. It is therefore still the minimum, and $n_3=n_2$.

Changing the mixing factor does not help: $\bar n_k+sP\bar r_k=(1-s)\bar n_k+sn_k$ when $\bar n_k+P\bar r_k=n_k$, and this lies in the old span. A plain step from the latest trial adds the missing direction. Since $n_k-n_0$ has a nonzero component along $PM^{k-1}r_0$, the raw residual $R_k$ has one along $M^kr_0$, and $n_k+PR_k$ is new. In the example it gives $n_3=(\frac32,-1,\frac12)$ and $R_3=(\frac12,-1,\frac12)$. The weights $(0,1,2,-2)$ sum to one, cancel the residual, and give the solution $(0,1,-1)$. If GMRES stagnates at the next step as well, the minimum stays where it was and the Pulay trial repeats; further plain steps are then needed.

\section{Choosing a norm that cannot stagnate}

The next GMRES space contains the residual $r_k-tMr_k$ for every $t$. Minimizing its squared norm over $t$ gives $t=\langle r_k,Mr_k\rangle/\|Mr_k\|^2$ and
\begin{equation}
\|r_{k+1}\|^2\le\|r_k\|^2-\frac{\langle r_k,Mr_k\rangle^2}{\|Mr_k\|^2} .
\end{equation}
Stagnation thus requires $\langle r_k,Mr_k\rangle=0$. For scalar $P$, symmetric positive definite $K$ and $\chi_0\le0$, use the inner product $\langle u,v\rangle_K=u^TKv$:
\begin{equation}
\langle r,Ar\rangle_K=r^TKr-(Kr)^T\chi_0(Kr)\ge r^TKr>0 .
\end{equation}
There is then no stagnation. The guarantee lapses if exchange and correlation make $K$ indefinite.

The Euclidean norm gives no such guarantee, even for a stable system. Take $-\chi_0=\mathrm{diag}(100,0.01)$ and $K$ with diagonal $1$ and off-diagonal $0.9$. The eigenvalues of $A$ are $1.002$ and $101.0$. Yet for $r_0=(-0.8798,1)$,
\begin{equation}
r_0^TAr_0=101(0.8798)^2-90.009(0.8798)+1.01\approx0 ,
\end{equation}
and the first Euclidean step gains nothing. At the exact root, of which $-0.8798$ is the rounded value, Pulay mixing freezes there. With the rounded vector it only stalls for one step, because the two trials still differ slightly. In the $K$ norm the same step reduces the residual to $0.967$ of its start, and the second step solves the two-dimensional problem.

When $M$ is self-adjoint in the chosen norm, with positive spectrum in $[a_{\min},a_{\max}]$, the residual is $p(M)r_0$ with the best polynomial of degree $k$ obeying $p(0)=1$. A scaled Chebyshev polynomial $T_k$ is one candidate. It is at most $1/T_k(x_0)$ on the interval, with $x_0=(\kappa+1)/(\kappa-1)=\frac12(s+s^{-1})$ and $s=(\sqrt\kappa+1)/(\sqrt\kappa-1)$. Since $T_k(x_0)=\frac12(s^k+s^{-k})$,
\begin{equation}
\frac{\|r_k\|}{\|r_0\|}\le2\left(\frac{\sqrt\kappa-1}{\sqrt\kappa+1}\right)^k .
\label{eq:cheb}
\end{equation}

\section{A ferroelectric capacitor supercell}

Take a periodic, hence short-circuited, stack: a film of thickness $t=10$ nm with fixed polarization $P_f=15\ \mu$C/cm$^2$, and a metal of thickness $L=6$ nm. The ions are clamped, with relative permittivities $\varepsilon_f=5$ and $\varepsilon_m=4$. The metal has $50$ electrons per nm$^3$. The free-electron formula gives $E_F=4.95$ eV and a density of states $D=3n_e/(2E_F)=15.15$ eV$^{-1}$nm$^{-3}$. The linear Thomas--Fermi response is $\delta n=-D(v-\langle v\rangle)$, where $v$ is the electron potential energy and its mean over the metal keeps neutrality. The screening length is
\begin{equation}
\lambda=\sqrt{\varepsilon_0\varepsilon_m/(e^2D)}=0.121\ \mathrm{nm}.
\end{equation}

The matrix $A$ needs only the part of the potential made by $\delta n$. The part made by the fixed $P_f$ does not depend on $\delta n$ and enters $b$. From here to (\ref{eq:A}), $v$ means the first part alone. Inside the metal $-\varepsilon_mv''=(e^2/\varepsilon_0)\,\delta n$. Let $v_N$ be the solution with zero slope at both faces. The film carries no free charge, so $\varepsilon v'$ has one value $g$ at both faces, and $v=v_N+gz/\varepsilon_m$, with $z$ measured from the metal's centre. Periodicity requires
\begin{equation}
\Delta_N+g\left(\frac{L}{\varepsilon_m}+\frac{t}{\varepsilon_f}\right)=0,\qquad
\Delta_N=-\int z\,v_N''\,dz=\frac{e^2}{\varepsilon_0\varepsilon_m}\int z\,\delta n\,dz ,
\end{equation}
where $\Delta_N$ is the rise of $v_N$ across the metal, found by parts. With $T=-d^2/dz^2$ for zero end slopes,
\begin{equation}
A=1+\lambda^{-2}T^{-1}-\gamma\,z\langle z,\cdot\rangle,\qquad
\gamma=\frac{1}{\lambda^2(L+\varepsilon_mt/\varepsilon_f)} .
\label{eq:A}
\end{equation}
Without the last term the eigenvalues are $1+(L/\pi\lambda)^2/j^2=1+250/j^2$, $j=1,2,\dots$. The last term can only lower them; they stay above $1$ because electrostatic energy is positive. On a grid of spacing $0.025$ nm, with 240 unknowns, diagonalization gives $1.01$ to $165$, so $\kappa=163$.

Starting from $\delta n=0$ with $\beta=0.1$, the Euclidean residuals relative to the first are:
\begin{center}
\begin{tabular}{cccc}
$k$ & GMRES & Pulay $\bar n_k$ & trial $n_k$\\
1 & $0.166$ & $0.166$ & $15.2$\\
4 & $8.69\times10^{-3}$ & $8.69\times10^{-3}$ & $1.31\times10^{-2}$\\
8 & $1.09\times10^{-4}$ & $1.09\times10^{-4}$ & $3.21\times10^{-4}$\\
16 & $3.40\times10^{-9}$ & $3.42\times10^{-9}$ & $2.16\times10^{-8}$
\end{tabular}
\end{center}
The first trial is worse than the start, as (\ref{eq:trialres}) allows: the stiffest wave is multiplied by $1-0.1\times165=-15.5$. Both methods reach $10^{-8}$ in 16 steps. Plain mixing with the worst-case factor $2/(a_{\min}+a_{\max})=0.01205$ needs 1502. This start has little weight on the soft waves, so a slightly smaller factor does better: $0.0118$ needs 977. Pulay mixing that keeps four densities has reached only $3.2\times10^{-4}$ at step 16.

The bound (\ref{eq:cheb}) has rate $0.855$ and would allow 122 steps. It ignores how the eigenvalues thin out. In exact arithmetic, mirror symmetry lets only odd waves be excited. Spend six factors $(1-a/a_j)$ on the six stiffest; each has size below one on the softer waves. The rest lie between $1$ and $1+250/13^2=2.48$, where (\ref{eq:cheb}) has rate $0.223$ and needs 13 steps. So 19 steps suffice for the odd waves, close to the 16 found. Rounding can also excite even waves, which this estimate leaves out.

The small difference at step 16 is rounding. In double precision the two densities differ by up to 4\% of the error still left. With the same matrix and 80-digit arithmetic this ratio falls to $6\times10^{-68}$, and changing $\beta$ to $0.02$ leaves it below $10^{-57}$. Pulay's history is not an orthogonal basis, so equality in exact arithmetic does not promise equal digits in practice.

\section{Preconditioning the long waves}

Equation (\ref{eq:A}) suggests the Kerker form $P=T(T+q_0^2)^{-1}$. If $q_0=1/\lambda$, then $P=(1+\lambda^{-2}T^{-1})^{-1}$ and
\begin{equation}
AP=1-\gamma\,z\langle Pz,\cdot\rangle .
\end{equation}
This is the identity plus a rank-one term, with eigenvalues $1$ and $\nu=1-\gamma\langle Pz,z\rangle$. For $\nu\neq1$ the polynomial $(1-x)(1-x/\nu)$ equals one at $x=0$ and annihilates every residual, so GMRES ends in at most two steps. From a random neutral start the relative residuals are $1$, $2\times10^{-3}$ and $8\times10^{-14}$.

The match matters. With $q_0=15$ nm$^{-1}$ instead of $8.28$ nm$^{-1}$, Pulay mixing takes 13 steps, a small gain over 16. Apart from the capacitor term, the eigenvalues are $(q^2+\lambda^{-2})/(q^2+q_0^2)$, from about $0.3$ to $1$. That spread is similar to what remained above once the few stiff waves had been removed, and full-history minimization removes those cheaply by itself.

\section{The physical answer and its limits}

For $L\gg\lambda$ each interface drops $\lambda\sigma/(\varepsilon_0\varepsilon_m)$, where $\sigma$ is the screening charge. The short circuit and the film's displacement give
\begin{equation}
Et+\frac{2\lambda\sigma}{\varepsilon_0\varepsilon_m}=0,\qquad
\sigma=P_f+\varepsilon_0\varepsilon_fE=\frac{P_f}{1+2\lambda\varepsilon_f/(\varepsilon_mt)} .
\end{equation}
The denominator is $1+2(0.121)(5)/(4\times10)=1.030$, so $\sigma=14.56\ \mu$C/cm$^2$ and $E=-0.993$ MV/cm ($-99.3$ MV/m). The converged grid density gives $-0.998$ MV/cm, and halving the spacing gives $-0.994$.

The parameters are rough values for a hafnia--zirconia film between TiN electrodes. In this model, with sharp metal faces, the field is about equal to a rough coercive field of 1 MV/cm, so a fixed, uniform polarization is doubtful: a real film may form domains or partly switch. It is a quarter of a rough breakdown field of 4 MV/cm. Letting the lattice respond, with $\varepsilon_f=30$, lowers the field to $0.87$ MV/cm. Full nonlinear Thomas--Fermi screening changes it by less than 0.1\%. At 358 K, $k_BT/E_F$ is $0.006$. For mass ratio $0.2$ and a barrier falling from a rough 2 eV to 1 eV across the film, the semiclassical tunnelling factor is about $10^{-24}$, and about $10^{-28}$ if 2 eV is the mean height, as in a symmetric short circuit that shifts the two faces by $\pm0.5$ eV; this describes an ideal barrier and leaves out leakage through defects, which can dominate in real films. The weak point is the metal surface. A 2 eV barrier lets electron density decay into the film over up to $0.15$ nm (at the Fermi level and normal incidence; other states decay faster), and the Friedel wavelength is $0.28$ nm. Neither is small beside $\lambda$. Screening charge at a mean depth $d$ inside the film gives a potential drop of opposite sign, set by $d/\varepsilon_f$. For $d=0.15$ nm this is $0.03$ nm, as large as $\lambda/\varepsilon_m=0.03$ nm. The share of the screening charge that sits there is not computed here. The barrier also pushes the metal's density back from the face, which works the other way and enlarges the drop. The numbers above therefore belong to the sharp-faced model; in a real film the field may be larger or smaller. The equivalence of the two iterations does not depend on it; it rests on a linear residual, a $P$ fixed up to a nonzero scalar factor, a full history and progress at every step.
